\section*{The equilibrium ortho-to-para ratio of interstitial hydrogen in silicon}

\section{Problem}

A hydrogen molecule sits at the tetrahedral interstitial site of a silicon crystal. Treat it as a rigid rotor that turns freely, with rotational constant $B=59\ \mathrm{cm^{-1}}$. Molecules with total nuclear spin 1 are called ortho, those with total nuclear spin 0 para. Find the ratio $R$ of the number of ortho to the number of para molecules in thermal equilibrium at 300 K and at 77 K. Say what a spectroscopist would find in a sample that has just been cooled, and how far the answer depends on the free-rotor model.

\section{A tempting solution}

Each proton has spin one half, so a pair has four spin states: three with total spin 1 and one with total spin 0. The magnetic energies that separate them are minute compared with $kT$ at 77 K, so all four are equally populated. Rotation is a separate degree of freedom, and the partition function factorizes,
\begin{equation}
Z=Z_{\rm spin}Z_{\rm rot},\qquad R=\frac{3\,Z_{\rm rot}}{1\,Z_{\rm rot}}=3 .
\label{wrong}
\end{equation}
The rotational factor cancels, and the ratio is 3 at 300 K and at 77 K alike.

\section{Where it fails}

The statement about magnetic energies is sound. The fault is the factorization in (\ref{wrong}), which combines every spin state with every rotational state. The two protons are identical fermions, and many of these combinations are forbidden. To see which, follow an exchange of the protons through each part of the wave function.

\paragraph{Spin.} Let $P$ swap the two spins, and let $\boldsymbol\sigma_1,\boldsymbol\sigma_2$ be their Pauli matrices. Since
\[
\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2|{\uparrow\uparrow}\rangle=|{\uparrow\uparrow}\rangle,\qquad
\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2|{\uparrow\downarrow}\rangle=-|{\uparrow\downarrow}\rangle+2|{\downarrow\uparrow}\rangle ,
\]
and likewise with all arrows reversed, $P=\tfrac12(1+\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2)$. The total spin in units of $\hbar$ is $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$, so
\begin{equation}
S^2=\tfrac14(3+3+2\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2)=1+P .
\end{equation}
Spin 1 has $S^2=2$, hence $P=+1$: the three ortho states are symmetric. Spin 0 has $P=-1$: the para state is antisymmetric.

\paragraph{Rotation.} Exchange reverses the unit vector $\mathbf n$ along the molecular axis. A spherical harmonic of order $J$ is a homogeneous polynomial of degree $J$ in the components of $\mathbf n$, so it acquires the factor $(-1)^J$.

\paragraph{The rest.} The stretching ground state depends on the bond length alone and is unchanged. The electronic ground state of the molecule is also symmetric under exchange of the protons, and this is assumed to survive in the crystal.

The total wave function must change sign, so the product of the spin and rotation signs is $-1$. Ortho molecules therefore have odd $J$, and para molecules have even $J$. The lowest ortho state must rotate, and that costs an energy which is not small compared with $kT$ at 77 K.

\section{The correct ratio}

\subsection{Levels and sums}

Let $m$ be the proton mass and $r$ the bond length. Each proton is at distance $r/2$ from the centre, so the moment of inertia is $I=2m(r/2)^2=mr^2/2$. The rotational energy is
\begin{equation}
\frac{\hbar^2J(J+1)}{2I}=\frac{\hbar^2}{mr^2}J(J+1)=hcB\,J(J+1),
\end{equation}
with $2J+1$ states for each $J$. The given $B$ corresponds to $r=0.753$ \AA. The step from $J=0$ to $J=1$ is $2B=118\ \mathrm{cm^{-1}}$ (14.6 meV), not $B$.

From here on energies are divided by $hc$ and given in $\mathrm{cm^{-1}}$, and $k$ is Boltzmann's constant in the matching unit. With $x=B/kT$, define
\begin{equation}
Z_o=3\sum_{J\ \rm odd}(2J+1)e^{-xJ(J+1)},\qquad
Z_p=\sum_{J\ \rm even}(2J+1)e^{-xJ(J+1)} .
\end{equation}
The centre of mass also rattles in its cage. If that motion is independent of rotation, it multiplies both sums by the same factor, and
\begin{equation}
R=\frac{Z_o}{Z_p}.
\label{R}
\end{equation}

\subsection{The two limits}

\paragraph{High temperature.} Regard $f(J)=(2J+1)e^{-xJ(J+1)}$ as a function of real $J\ge0$. With $s=J(J+1)$ and $ds=(2J+1)dJ$,
\[
\int_0^\infty f\,dJ=\int_0^\infty e^{-xs}ds=\frac1x .
\]
Cut the axis into cells of width 2: $[J,J+2]$ for even $J$, or $[J-1,J+1]$ for odd $J$. Either set covers the axis once. In each cell, $2f(J)$ differs from the integral by at most twice the variation of $f$ there. For $x\le2$ the function rises to a single maximum and then falls to zero, so its total variation is at most $2f_{\max}$, and
\begin{equation}
\Bigl|2\sum f(J)-\frac1x\Bigr|\le4f_{\max}
\end{equation}
for the even and the odd sum. The maximum follows from $f'=[2-x(2J+1)^2]e^{-xJ(J+1)}=0$. There $(2J+1)^2=2/x$ and $J(J+1)=[(2J+1)^2-1]/4=1/(2x)-1/4$, so
\[
f_{\max}=\sqrt{2/x}\;e^{x/4-1/2}.
\]
Relative to $1/x$ the error is at most $4\sqrt{2x}\,e^{x/4-1/2}$, which vanishes as $x\to0$. Both sums then tend to $1/(2x)$ and $R\to3$. The tempting answer is thus the high-temperature limit: when many levels are occupied, odd and even $J$ offer equal room. The bound proves the limit but is too loose to give the error at 300 K, where the sums themselves are needed.

\paragraph{Low temperature.} When $x$ is large, the first term of each sum dominates:
\begin{equation}
R\simeq9e^{-2B/kT}.
\label{two}
\end{equation}
The 9 is three spin states times three rotational states of $J=1$. This tends to zero on cooling, so a ratio of one is not a limiting value; $R$ passes through it. Setting (\ref{two}) equal to one gives
\begin{equation}
kT_1=\frac{2B}{\ln9},\qquad T_1=77.3\ \mathrm K .
\end{equation}

\subsection{Numbers}

At 300 K, $kT=208.5\ \mathrm{cm^{-1}}$ and $x=0.2830$. The para terms with $J=0,2,4$ and the ortho terms with $J=1,3$ and higher give
\begin{align}
Z_p&=1+0.9155+0.0314+\dots=1.9469,\nonumber\\
Z_o&=5.1105+0.7040+\dots=5.8213,\nonumber\\
R&=5.8213/1.9469=2.990 .
\end{align}
At 77 K, $kT=53.52\ \mathrm{cm^{-1}}$ and $x=1.1024$:
\begin{align}
Z_p&=1+0.0067+\dots=1.0067,\nonumber\\
Z_o&=0.99237+0.00004+\dots=0.99241,\nonumber\\
R&=0.99241/1.0067=0.986 .
\end{align}
The equilibrium ratio falls from about three to about one. The ortho fraction $R/(1+R)$ falls from 0.749 to 0.496.

Intermediate values show where the fall takes place: $R=2.86$ at 200 K, 2.51 at 150 K and 1.60 at 100 K. Below 77 K it continues, to 0.30 at 50 K and 0.002 at 20 K. The full sums cross one at 77.5 K, slightly above $T_1$, because the $J=2$ level adds 0.7\% to the para population.

The result can be tested without assuming the level formula or the pairing of spin with $J$. The angular Schr\"odinger equation was solved on a grid of 600 polar angles, the exchange sign was read from each numerical solution, and the spin weights were taken from the eigenvalues of the swap matrix. This gave $R=2.990$ at 300 K and 0.986 at 77 K.

\subsection{Sensitivity to temperature and to $B$}

For any sum $Z=\sum_i e^{-E_i/kT}$,
\[
\frac{d\ln Z}{d\ln T}=\frac1Z\sum_i\frac{E_i}{kT}e^{-E_i/kT}=\frac{U}{kT},
\]
where $U$ is the mean energy. Subtracting the para from the ortho result gives
\begin{equation}
\frac{d\ln R}{d\ln T}=\frac{U_o-U_p}{kT}=\frac{118.02-2.36}{53.52}=2.16
\end{equation}
at 77 K. Since $R$ depends on $B$ and $T$ through $B/T$, the derivative with respect to $\ln B$ is $-2.16$. An error of 1 K in temperature, or 1.3\%, changes $R$ by about 2.8\%. An error of 1\% in $B$ changes it by about 2.2\%.

\section{A sample that has just been cooled}

Equation (\ref{R}) presupposes that ortho and para molecules can turn into each other. A spin-independent force that treats the two protons alike cannot do this, since it preserves the exchange sign of the rotation and leaves the spin untouched. Magnetic fields $\mathbf b_1,\mathbf b_2$ at the two protons couple to the spins $\mathbf s_1,\mathbf s_2$ through
\[
\mathbf s_1\!\cdot\mathbf b_1+\mathbf s_2\!\cdot\mathbf b_2
=\tfrac12(\mathbf s_1+\mathbf s_2)\!\cdot(\mathbf b_1+\mathbf b_2)
+\tfrac12(\mathbf s_1-\mathbf s_2)\!\cdot(\mathbf b_1-\mathbf b_2).
\]
The last term can change both exchange signs together, but it needs a field that differs across the molecule. Conversion by this route can therefore be slow.

Suppose that rotation relaxes quickly within each species and that conversion has rates $w_{op}$ (ortho to para) and $w_{po}$ (para to ortho). The ortho fraction $f_o$ obeys
\begin{equation}
\frac{df_o}{dt}=-w_{op}f_o+w_{po}(1-f_o)
=-\frac{f_o-f_{\rm eq}}{\tau},
\end{equation}
with $1/\tau=w_{op}+w_{po}$ and $f_{\rm eq}=w_{po}\tau$. Equilibrium at the ratio $R$ requires $w_{po}/w_{op}=R$. At constant temperature after cooling,
\begin{equation}
f_o(t)=f_{\rm eq}+[f_o(0)-f_{\rm eq}]e^{-t/\tau}.
\end{equation}
A sample equilibrated at 300 K and cooled to 77 K in a time much shorter than $\tau$ starts with $f_o=0.749$, a ratio of 2.99. After $3\tau$,
\[
f_o=0.4964+(0.7494-0.4964)e^{-3}=0.509,
\]
and the ratio is $0.509/0.491=1.04$. The model does not predict $\tau$.

In the stretching spectrum the two species can be told apart if the rotational constant differs between the ground state ($B_0$) and the first excited stretching state ($B_1$). A transition that keeps $J$ is displaced by $(B_1-B_0)J(J+1)$, which is zero for $J=0$ and $2(B_1-B_0)$ for $J=1$. If both lines have the same strength per molecule, their area ratio at 77 K is close to the population ratio, because nearly all para molecules have $J=0$ and nearly all ortho molecules $J=1$. Under that condition it should start near three and approach one during storage at 77 K. Infrared absorption at an undistorted tetrahedral site does not meet the condition. There the $J=0$ state has the full symmetry of the site before and after the stretching excitation, while the electric dipole is a vector, so the line from $J=0$ to $J=0$ is forbidden. The corresponding $J=1$ line is allowed, and its intensity alone can be used to follow the loss of ortho molecules.

\section{How far the free-rotor model can be trusted}

The corrections below are evaluated one at a time at 77 K, against $R=0.986$. The field strengths, the rattling parameters and the bond extension are trial values, not properties computed for silicon.

\paragraph{Centrifugal stretching.} Let the bond extend from $r$ to $r(1+z)$, with harmonic stretching wavenumber $\nu$ and force constant $\kappa$. The reduced mass is $m/2$, so $\kappa=m\omega^2/2$ with $\hbar\omega=hc\nu$. Using $mr^2=\hbar^2/(hcB)$, the elastic energy $\kappa r^2z^2/2$ becomes $\nu^2z^2/(4B)$ in wavenumbers. With $\Lambda=J(J+1)$ and small $z$,
\[
E(z)\simeq\frac{\nu^2z^2}{4B}+B\Lambda(1-2z).
\]
The minimum is at $z=4B^2\Lambda/\nu^2$, and there
\begin{equation}
E=B\Lambda-D\Lambda^2,\qquad D=\frac{4B^3}{\nu^2}.
\end{equation}
For a rough $\nu=3600\ \mathrm{cm^{-1}}$, $D=0.063\ \mathrm{cm^{-1}}$. The $J=1$ level drops by $4D$, about $0.25\ \mathrm{cm^{-1}}$, and $R$ becomes 0.990. This pairs the free-molecule $B$ with a softened $\nu$ and so is on the high side; the free molecule has $D$ near $0.045\ \mathrm{cm^{-1}}$.

\paragraph{Orientation in the cage.} Because the protons are identical, the potential obeys $V(\mathbf n)=V(-\mathbf n)$. It cannot mix odd with even $J$, so the pairing with spin survives. The simplest cubic form is $V=a(n_x^4+n_y^4+n_z^4-\tfrac35)$, whose average over the sphere is zero. The $J=1$ states are proportional to $n_x,n_y,n_z$. Reflections remove the matrix elements between different ones, and cubic symmetry makes the three diagonal elements equal. Their sum is proportional to the average of $(n_x^2+n_y^2+n_z^2)V=V$, so each is zero. Neither $J=0$ nor $J=1$ shifts in first order. With a barrier of $100\ \mathrm{cm^{-1}}$ from lowest to highest point, diagonalization gives $R=0.989$.

A nearby defect can add an axial field $b(n_z^2-\tfrac13)$. In the $J=1$ state along $z$ the mean of $n_z^2$ is $3/5$; in the other two it is $1/5$. For $b=30\ \mathrm{cm^{-1}}$ the first-order shifts are $+8$, $-4$ and $-4\ \mathrm{cm^{-1}}$, with zero mean, and diagonalization gives $R=0.989$.

\paragraph{Rattling.} Let the centre of mass be an isotropic oscillator of quantum $\Omega$ with dimensionless displacements $q_i$, for which $\langle q_iq_j\rangle=\delta_{ij}/2$ in the ground state. If the cage is stiffer along the molecular axis than across it, a coupling appears:
\[
W=\frac{\alpha\Omega}{2}\sum_{ij}q_iq_jT_{ij},\qquad T_{ij}=n_in_j-\tfrac13\delta_{ij}.
\]
Its first-order effect vanishes because $T$ has zero trace. In second order the ground state is coupled to states with two quanta. From $\langle q_iq_jq_kq_l\rangle=\tfrac14(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$ and $\sum_{ij}T_{ij}^2=\tfrac23$, the total squared coupling is $(\alpha\Omega/2)^2\cdot\tfrac12\cdot\tfrac23=(\alpha\Omega)^2/12$. From $J=0$ it leads to $J=2$. From $J=1$ it leads to $J=1$ and $J=3$. The part that stays in $J=1$ follows from
\[
\langle b|T_{ij}|a\rangle=\tfrac15\bigl(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}-\tfrac23\delta_{ab}\delta_{ij}\bigr),
\]
whose squares, summed over $b,i,j$, give $\tfrac1{25}(8-\tfrac83+\tfrac43)=\tfrac4{15}$, or $\tfrac25$ of $\tfrac23$. Hence
\begin{align}
\Delta E_0&=-\frac{(\alpha\Omega)^2}{12}\,\frac1{2\Omega+6B},\nonumber\\
\Delta E_1&=-\frac{(\alpha\Omega)^2}{12}\left[\frac{2/5}{2\Omega}+\frac{3/5}{2\Omega+10B}\right].
\end{align}
For $\Omega=500\ \mathrm{cm^{-1}}$ and $\alpha=0.5$ these are $-3.85$ and $-4.05\ \mathrm{cm^{-1}}$; diagonalization gives $-3.67$ and $-3.84\ \mathrm{cm^{-1}}$. Both levels move almost together, so this coupling changes the ratio little, to 0.989.

A tetrahedral site has no inversion centre, so it also allows a coupling linear in the displacement, $\beta\Omega(q_xn_yn_z+q_yn_zn_x+q_zn_xn_y)$ along the cubic axes. Taken alone, it gives $R=1.006$ for $\beta=0.5$ and 1.07 for $\beta=1$. It can therefore matter more than the quadratic coupling, and its strength in silicon is not determined here.

\paragraph{Bond length.} At the sizes chosen here this is the largest of the trial changes, though a stronger linear coupling ($\beta=1.5$ gives $R=1.20$) would exceed it. Since $B\propto r^{-2}$, a bond 3\% longer lowers $B$ to $55.6\ \mathrm{cm^{-1}}$ and raises $R$ to 1.12, a change of 13\%.

\paragraph{The real crystal.} The value $B=59\ \mathrm{cm^{-1}}$ is close to that of the free molecule. In silicon the stretching wavenumber is roughly $3600\ \mathrm{cm^{-1}}$, well below the free molecule's rough $4200\ \mathrm{cm^{-1}}$. This suggests a weaker and perhaps longer bond, so the true $B$ is probably smaller, and the 3\% extension may understate the change. As a crude guide, pulling a free molecule apart with a constant force until its stretch falls to $3600\ \mathrm{cm^{-1}}$ lowers $B$ to about $53\ \mathrm{cm^{-1}}$, an extension near 6\%, and raises $R$ at 77 K to about 1.23; $B=47\ \mathrm{cm^{-1}}$ would give 1.50. The ratio at 300 K stays within 0.01 of three in all these cases. The value near one at 77 K thus belongs to $B=59\ \mathrm{cm^{-1}}$, and a prediction for silicon needs the rotational spacing measured in the crystal. Among the cases considered here, a failure of spin equilibrium has the largest effect. A sample equilibrated at 300 K and measured at 77 K before conversion has acted would show a ratio near 2.99 instead of 0.99, a far larger change than any of the trial corrections. The numerical output below lists the computed ratios and the trial parameters, apart from those of the linear rattling coupling, the free-molecule $D$ and the smaller values of $B$ in this paragraph.

\section*{Computed results}
\begin{verbatim}
Rotational constant B: 59.0 cm^-1
Lowest spacing 2B: 118.0 cm^-1 = 14.630 meV
Bond length implied by B: 0.7532 angstrom
Spin states ortho, para: 3, 1
At 300 K: kT = 208.510 cm^-1, x = 0.28296
  J=0 weight including spin: 1
  J=1 weight including spin: 5.11054
  J=2 weight including spin: 0.915469
  J=3 weight including spin: 0.70399
  J=4 weight including spin: 0.0313681
  Ortho sum, para sum: 5.821329, 1.946927
At 77 K: kT = 53.518 cm^-1, x = 1.10244
  J=0 weight including spin: 1
  J=1 weight including spin: 0.992375
  J=2 weight including spin: 0.00670301
  J=3 weight including spin: 3.77415e-05
  J=4 weight including spin: 2.39098e-09
  Ortho sum, para sum: 0.992413, 1.006703
Equilibrium ortho/para at 300 K: 2.99001
Equilibrium ortho/para at 200 K: 2.85599
Equilibrium ortho/para at 150 K: 2.50535
Equilibrium ortho/para at 100 K: 1.59955
Equilibrium ortho/para at 77 K: 0.985805
Equilibrium ortho/para at 50 K: 0.301653
Equilibrium ortho/para at 20 K: 0.00185187
Grid ratio at 300 K, 77 K: 2.99001, 0.98581
Two-level ratio at 77 K: 0.99237
Ratio one, full sums: 77.513 K
Ratio one, two-level estimate: 77.268 K
Ortho fraction at 300 K, 77 K: 0.74937, 0.49643
Mean energy ortho, para at 77 K: 118.022, 2.357 cm^-1
d ln R/d ln T at 77 K: 2.1613
Ortho fraction after 3 conversion times: 0.50902
Ortho/para after 3 conversion times: 1.03674
Rough stretch wavenumber: 3600 cm^-1; D: 0.06339 cm^-1
77 K ratio with bond stretching: 0.99021
Assumed cubic barrier: 100 cm^-1; ratio: 0.98856
Assumed axial barrier: 30 cm^-1; ratio: 0.98853
Axial J=1 shifts: -4.000, -4.000, 8.000 cm^-1
Assumed rattling quantum: 500 cm^-1; alpha: 0.50
Second-order J=0, J=1 shifts: -3.847, -4.049 cm^-1
Diagonalized J=0, J=1 shifts: -3.666, -3.844 cm^-1
77 K ratio with rattling coupling: 0.98901
Bond longer by 3%: B = 55.613 cm^-1
77 K ratio with longer bond: 1.11542
\end{verbatim}
